# Photon-Assisted Shot Noise of an Energy-Independent Scatterer, part 1

(Sections cited here and not found follow in the second part.)

## First half: one photon, the current, and the noise correlator

### A pair that carries no current but makes noise

Take one conducting channel between two electron reservoirs at zero temperature. A barrier transmits an electron with probability $T$ and reflects it with probability $1-T$. There is no dc voltage. The electron energy in the left reservoir is shaken weakly by $eV_{\rm ac}\cos\omega t$, and I write

$$\alpha=\frac{eV_{\rm ac}}{\hbar\omega}\ll1 .$$

An added potential energy $U(t)$ multiplies a wave function by $\exp[-(i/\hbar)\int U\,dt]$. Here this factor is

$$e^{-i\alpha\sin\omega t}\simeq 1-i\alpha\sin\omega t
=1+\frac{\alpha}{2}e^{-i\omega t}-\frac{\alpha}{2}e^{i\omega t}.$$

The term with $e^{-i\omega t}$ raises the energy by $\hbar\omega$. It has probability $\alpha^2/4$, and so has the lowering term. To this order the electron keeps its energy with probability $1-\alpha^2/2$.

Electrons in an energy interval $dE$ of one filled channel arrive at the rate $dE/h$. Those within $\hbar\omega$ of the Fermi level can be lifted above it, so excited electrons arrive at the rate

$$\gamma=\frac{\alpha^2}{4}\,\frac{\hbar\omega}{h}=\frac{\alpha^2}{4}\,\frac{\omega}{2\pi}.$$

Consider a state less than $\hbar\omega$ below the Fermi level. It is filled with probability $1-\alpha^2/2$ by an electron that kept its energy, and with probability $\alpha^2/4$ by one raised from below. Nothing comes down from above, where the states were empty. The state is therefore empty with probability $\alpha^2/4$, and holes arrive at the same rate $\gamma$.

Suppose that the electron and the hole of a pair pass the barrier independently, each with probability $T$. The general calculation below confirms the result. Let $b_e$ and $b_h$ be 1 for passage and 0 for reflection. The pair transfers the charge $e(b_e-b_h)$, with

$$\langle b_e-b_h\rangle=0,\qquad
\langle(b_e-b_h)^2\rangle=T+T-2T^2=2T(1-T).$$

The mean current is zero, yet the variance of the transferred charge grows in time.

A small dc bias shows where a kink comes from. Let it raise the left Fermi level by $eV>0$. The holes made by one photon now lie between $eV-\hbar\omega$ and $eV$. Measured against the right reservoir, filled up to energy 0, a missing electron counts as a hole only if its energy is below 0. That window has width $\hbar\omega-eV$ and closes at $eV=\hbar\omega$. The noise cannot follow a single straight line through this voltage.

### Conventions

I take $e>0$ and define $I$ as $e$ times the particle current from left to right. The voltage $V(t)$ is defined so that $eV(t)$ is the lift in electron energy of the left reservoir:

$$V(t)=V+V_{\rm ac}\cos\omega t .$$

The temperature is $\Theta$, since $T$ denotes transmission. Energies are counted from the common Fermi level before the lift, and

$$f(E)=\frac{1}{e^{E/k\Theta}+1}.$$

With $\delta I=I-\langle I\rangle$, the zero-frequency noise is

$$S=2\int_{-\infty}^{\infty}d\tau\;\overline{\tfrac12\langle\delta I(t+\tau)\delta I(t)+\delta I(t)\delta I(t+\tau)\rangle},$$

where the bar is an average of $t$ over one drive period. If $N$ electrons cross in a long time $t_m$, the variance of $eN$ is the double time integral of the same correlator, which grows as $t_mS/2$. Hence

$$S=2e^2\,\frac{d}{dt_m}\langle\!\langle N^2\rangle\!\rangle .$$

For the weakly driven channel, with rare independent pairs, this gives

$$S\simeq2e^2\gamma\cdot2T(1-T)=\frac{2e^2}{h}T(1-T)\,\frac{\alpha^2}{2}\hbar\omega .\tag{1}$$

The formulas have the same form in Gaussian and SI units. Numbers are given in SI units.

### Arbitrary drive strength

For electrons moving toward the barrier with speed $v$ near the Fermi level, the field in the left lead obeys

$$(\partial_t+v\,\partial_x)\psi=-\frac{i}{\hbar}eV(t)\psi .$$

Substituting $\psi=e^{-i\theta(t)}\tilde\psi$ gives $-i\dot\theta$ from the time derivative. This cancels the right side if

$$\dot\theta=\frac{eV(t)}{\hbar},\qquad
\theta(t)=\frac{eV}{\hbar}t+\alpha\sin\omega t .\tag{2}$$

The remaining field $\tilde\psi$ moves freely and keeps its equilibrium statistics. The potential is assumed uniform in the lead and to drop close to the barrier. The incoming amplitudes at the barrier are then

$$a_L(t)=e^{-i\theta(t)}c_L(t),\qquad a_R(t)=c_R(t),$$

where $c_L$ and $c_R$ are independent equilibrium fields. They are normalized so that $a^\dagger a$ is an arrival rate:

$$c(t)=\frac1{\sqrt h}\int dE\,c(E)e^{-iEt/\hbar},\qquad
\langle c^\dagger(E)c(E')\rangle=f(E)\delta(E-E').$$

The generating function of the Bessel functions is $e^{(\alpha/2)(z-1/z)}=\sum_nJ_n(\alpha)z^n$. For $z=e^{-i\omega t}$ one has $z-1/z=-2i\sin\omega t$, so

$$e^{-i\alpha\sin\omega t}=\sum_nJ_n(\alpha)e^{-in\omega t}.\tag{3}$$

An electron that starts at energy $E'$ thus reaches the barrier at $E'+eV+n\hbar\omega$ with probability $J_n^2(\alpha)$. Define

$$x_n=eV+n\hbar\omega .$$

Two sum rules are needed. The left side of (3) has modulus 1, and its squared modulus averaged over a period is $\sum_nJ_n^2$. The generating function is unchanged by $z\to-1/z$, so $J_{-n}=(-1)^nJ_n$ and $J_{-n}^2=J_n^2$. Therefore

$$\sum_nJ_n^2=1,\qquad\sum_nnJ_n^2=0.\tag{4}$$

Limit: for small $\alpha$, $J_{\pm1}^2\simeq\alpha^2/4$ and $J_0^2\simeq1-\alpha^2/2$, as in the opening case.

### The current operator

Let $r$ be the reflection amplitude on the left and $d$ the transmission amplitude from right to left, with $|d|^2=T$ and $|r|^2=1-T$. I assume that both amplitudes are constant over all energies reached by bias, drive and temperature. The scatterer then responds without memory, and the outgoing field on the left is

$$b_L(t)=r\,a_L(t)+d\,a_R(t).$$

Physically, the time spent in the scatterer must be short compared with the drive period and with the other times $\hbar/eV$, $\hbar/eV_{\rm ac}$ and $\hbar/k\Theta$ of the problem. Interactions enter through the prescribed potential alone.

The current is $e$ times the incoming minus the outgoing rate. Expanding the outgoing rate gives

$$b_L^\dagger b_L=(1-T)a_L^\dagger a_L+Ta_R^\dagger a_R+r^*d\,a_L^\dagger a_R+d^*r\,a_R^\dagger a_L .$$

Subtracting it from $a_L^\dagger a_L$ leaves

$$I=e\left\{T(a_L^\dagger a_L-a_R^\dagger a_R)-r^*d\,a_L^\dagger a_R-d^*r\,a_R^\dagger a_L\right\},\tag{5}$$

with all operators at the same time $t$.

### The mean current

It is tempting to cancel $e^{i\theta}e^{-i\theta}$ in $a_L^\dagger a_L$ and conclude that the voltage drives no current. But each of the two rates in (5) is infinite, because the linear band has no bottom, and their difference must be taken with care. I separate the two times by $\tau$ and let $\tau\to0$ at the end.

The equilibrium correlator is

$$g(\tau)=\langle c^\dagger(t+\tau)c(t)\rangle=\frac1h\int dE\,f(E)e^{iE\tau/\hbar}.$$

At zero temperature the integral runs over negative energies. With $\tau\to\tau-i0$ for convergence,

$$g(\tau)=\frac1h\,\frac{\hbar}{i(\tau-i0)}=\frac{1}{2\pi i(\tau-i0)} .$$

A finite temperature changes $f$ near $E=0$ and adds a part that stays finite as $\tau\to0$. The difference of the two rates becomes

$$\langle a_L^\dagger(t+\tau)a_L(t)\rangle-\langle a_R^\dagger(t+\tau)a_R(t)\rangle
=\left[e^{i\theta(t+\tau)-i\theta(t)}-1\right]g(\tau)
\to\frac{i\dot\theta\tau}{2\pi i\tau}=\frac{eV(t)}{h}.$$

The cross terms in (5) have zero mean, because the two reservoirs are independent. Hence

$$\langle I(t)\rangle=\frac{e^2}{h}T\,V(t),\qquad
I_{\rm dc}=\frac{e^2}{h}T\,V .\tag{6}$$

The conductor is ohmic at each instant, and the average contains no $\alpha$.

The sidebands give the same answer. The period-averaged occupation of the incoming left states is

$$n_L(E)=\sum_nJ_n^2(\alpha)f(E-x_n).\tag{7}$$

The integral $\int dE\,[f(E-x)-f(E)]$ is zero at $x=0$, and its derivative with respect to $x$ is $-\int dE\,f'(E-x)=1$, so it equals $x$. With (4),

$$\frac{eT}{h}\int dE\,[n_L(E)-f(E)]=\frac{eT}{h}\sum_nJ_n^2(eV+n\hbar\omega)=\frac{e^2}{h}TV .$$

### Contrast: when transmission depends on energy

For a transmission $T(E)$ the period-averaged current is

$$I_{\rm dc}=\frac eh\sum_nJ_n^2F(x_n),\qquad
F(x)=\int dE\,T(E)[f(E-x)-f(E)].$$

The sum rules no longer remove $\alpha$, because $F$ is not linear. Take a resonance symmetric about $E=0$ that falls off on both sides. The derivative $F'$ is $T(E)$ smeared by temperature; it too is even and falls off away from zero, and $F$ is odd. For $eV>0$ and $\nu=n\hbar\omega>0$, the sidebands $\pm n$ together give

$$F(eV+\nu)+F(eV-\nu)=\int_{\nu-eV}^{\nu+eV}F'(E)\,dE\le\int_{-eV}^{eV}F'(E)\,dE=2F(eV),$$

since both intervals have length $2eV$ and the second is centred on the peak. The drive therefore lowers the dc current of such a resonance.

A tight-binding chain followed in real time shows a change in the same direction. Its values are not compared with the formula, which leaves out that the band of the driven lead moves with the voltage. With a resonant level in its middle and $eV=0.5\,\hbar\omega$, it passes 0.438 electrons per drive period without the ac voltage and 0.269 with $\alpha=1.5$.

### The noise correlator

I call the two times $t_1=t+\tau$ and $t_2=t$. The equilibrium correlator of empty states is

$$\bar g(\tau)=\langle c(t_1)c^\dagger(t_2)\rangle=\frac1h\int dE\,[1-f(E)]e^{-iE\tau/\hbar}.$$

For free fermions Wick's theorem gives, after the product of means is subtracted,

$$\langle a_i^\dagger(t_1)a_j(t_1)a_k^\dagger(t_2)a_l(t_2)\rangle_c
=\langle a_i^\dagger(t_1)a_l(t_2)\rangle\langle a_j(t_1)a_k^\dagger(t_2)\rangle .$$

It vanishes unless $i=l$ and $j=k$. With $\Delta\theta=\theta(t_1)-\theta(t_2)$, four products of terms in (5) survive.

- Left–left: $T^2\,(e^{i\Delta\theta}g)(e^{-i\Delta\theta}\bar g)=T^2g\bar g$.
- Right–right: $(-T)^2g\bar g=T^2g\bar g$.
- $a_L^\dagger a_R$ at $t_1$ with $a_R^\dagger a_L$ at $t_2$: $|r|^2|d|^2e^{i\Delta\theta}g\bar g$.
- $a_R^\dagger a_L$ at $t_1$ with $a_L^\dagger a_R$ at $t_2$: $|r|^2|d|^2e^{-i\Delta\theta}g\bar g$.

Their sum is

$$\langle\delta I(t_1)\delta I(t_2)\rangle=2e^2g(\tau)\bar g(\tau)\left\{T^2+T(1-T)\cos\Delta\theta\right\}.\tag{8}$$

The drive has disappeared from the $T^2$ part. The phase remains where an electron from the left and one from the right can leave through the same port.

Limit: for $T=1$ the correlator is that of equilibrium, whatever the voltage. With reservoirs held at $\Theta$, a perfect channel carries the ac and dc currents without adding noise.

## Second half: the noise formula, its kinks, and numbers

The left reservoir is lifted by $eV+eV_{\rm ac}\cos\omega t$, with $\alpha=eV_{\rm ac}/\hbar\omega$ and $x_n=eV+n\hbar\omega$. The channel transmits with an energy-independent probability $T$, and $\Theta$ is the temperature. An electron takes up $n$ quanta with probability $J_n^2(\alpha)$, where $\sum_nJ_n^2=1$ and $\sum_nnJ_n^2=0$. The dc current is $(e^2/h)TV$. The current correlator is (8), in which $g$ and $\bar g$ are the equilibrium correlators of filled and empty states and $\Delta\theta=\theta(t+\tau)-\theta(t)$, with $\theta=eVt/\hbar+\alpha\sin\omega t$. It remains to average over $t$ and integrate over $\tau$.

### Period average

From (3) and its complex conjugate,

$$e^{i\Delta\theta}=e^{ieV\tau/\hbar}\sum_{m,n}J_mJ_n\,e^{im\omega\tau}e^{i(m-n)\omega t}.$$

The average over $t$ keeps $m=n$:

$$\overline{e^{i\Delta\theta}}=\sum_nJ_n^2(\alpha)e^{ix_n\tau/\hbar}.\tag{9}$$

The opposite phase gives the complex conjugate. The two operator orders in the definition of $S$ contribute equally: exchanging them amounts to $\tau\to-\tau$ and a shift of $t$, and neither changes the averaged integral. So $S$ is twice the $\tau$ integral of the averaged (8).

For energy-independent transmission, the dc current does not depend on the ac drive, while the period-averaged noise correlator retains the drive through the sideband weights $J_n^2(\alpha)$. It remains to integrate over $\tau$ to obtain the noise formula, and then to examine its kinks, test it numerically and state its limits.
